# Why a hydroxyl forces a zero-energy state and an epoxide need not: verification in Python

```python
"""
Zero-energy pi states of oxidised graphene flakes, nearest-neighbour hopping.

Result under test: deleting one A site (hydroxyl) from a flake with equal
sublattices always leaves a zero-energy state on B. Deleting two bonded sites
a, b (epoxide) leaves none exactly when bond ab is double in at least one
Kekule structure.

M      adjacency matrix, rows = A carbons, columns = B carbons
t      nearest-neighbour hopping (eV), H = -t * [[0, M], [M^T, 0]]
K      number of Kekule structures (perfect matchings)
K_ab   number of Kekule structures in which ab is double
x      M^-1 e_a, unnormalised zero state after a hydroxyl on a
V, eps coupling to, and energy of, an oxygen hybrid orbital (eV)
t2     hopping within one sublattice (eV);  U  on-site repulsion (eV)
"""
from collections import Counter
from functools import lru_cache
import numpy as np
from scipy import constants

t, bond_nm = 2.7, 0.142
V, eps, t2, U, temperature = 5.4, -3.0, 0.27, 3.0, 300.0
kT = constants.k * temperature / constants.e

# Integer coordinates: x in units sqrt(3)/2 bond, y in units 1/2 bond.
RING = [(1, 1), (0, 2), (-1, 1), (-1, -1), (0, -2), (1, -1)]
A_TO_B = [(-1, 1), (1, 1), (0, -2)]
SECOND = {(2, 0), (-2, 0), (1, 3), (1, -3), (-1, 3), (-1, -3)}


def ring_sites(centre):
    q, r = centre
    return [(2*q + r + dx, 3*r + dy) for dx, dy in RING]


def build_flake(centres):
    A = sorted({s for c in centres for s in ring_sites(c)[0::2]})
    B = sorted({s for c in centres for s in ring_sites(c)[1::2]})
    M = np.zeros((len(A), len(B)))
    for i, (x0, y0) in enumerate(A):
        for dx, dy in A_TO_B:
            if (x0 + dx, y0 + dy) in B:
                M[i, B.index((x0 + dx, y0 + dy))] = 1.0
    return A, B, M


def hamiltonian(M):
    """Hopping matrix in units where the hopping amplitude is -M."""
    na, nb = M.shape
    return -np.block([[np.zeros((na, na)), M], [M.T, np.zeros((nb, nb))]])


def levels(M):
    return np.linalg.eigvalsh(hamiltonian(M))


def zero_count(M):
    return int(np.sum(np.abs(levels(M)) < 1e-8))


def remove(M, i, j=None):
    out = np.delete(M, i, axis=0)
    return out if j is None else np.delete(out, j, axis=1)


def kekule_count(A, B):
    """Explicit recursive enumeration of perfect matchings."""
    sites = sorted(list(A) + list(B), key=lambda s: (s[1], s[0]))
    number = {s: n for n, s in enumerate(sites)}
    near = [[] for _ in sites]
    for a in A:
        for dx, dy in A_TO_B:
            b = (a[0] + dx, a[1] + dy)
            if b in number:
                near[number[a]].append(number[b])
                near[number[b]].append(number[a])

    @lru_cache(maxsize=None)
    def count(free):
        if free == 0:
            return 1
        first = (free & -free).bit_length() - 1
        rest = free & ~(1 << first)
        return sum(count(rest & ~(1 << n)) for n in near[first]
                   if rest >> n & 1)

    return count((1 << len(sites)) - 1)


hexagon_range = range(-2, 3)
flakes = {
    "benzene": [(0, 0)],
    "54-carbon flake": [(q, r) for q in hexagon_range for r in hexagon_range
                        if abs(q + r) <= 2],
    "five-hexagon flake": [(0, 0), (0, 1), (-1, 1), (0, -1), (1, -1)],
    "bow-tie flake": [(0, 0), (0, 1), (-1, 1), (0, -1), (1, -1),
                      (-2, 2), (-1, 2), (0, 2), (0, -2), (1, -2), (2, -2)],
}
rng = np.random.default_rng(7)

print("hopping t = %.2f eV, bond = %.3f nm" % (t, bond_nm))

# Survey of every possible hydroxyl and every possible epoxide.
for name, centres in flakes.items():
    A, B, M = build_flake(centres)
    assert len(A) == len(B)
    K = kekule_count(A, B)
    assert abs(abs(np.linalg.det(M)) - K) < 1e-6 * max(K, 1)

    # Perimeter length against hexagon and interior-atom numbers.
    edges = Counter(frozenset((ring_sites(c)[k], ring_sites(c)[k - 1]))
                    for c in centres for k in range(6))
    shared = Counter(s for c in centres for s in ring_sites(c))
    perimeter = sum(1 for n in edges.values() if n == 1)
    interior = sum(1 for n in shared.values() if n == 3)
    assert perimeter == 4*len(centres) + 2 - 2*interior

    hydroxyl = [zero_count(remove(M, i)) for i in range(len(A))]
    hydroxyl += [zero_count(remove(M.T, j)) for j in range(len(B))]
    assert min(hydroxyl) >= 1
    if K > 0:
        assert max(hydroxyl) == 1
    bonds = np.argwhere(M > 0)
    weighted = M * rng.uniform(0.7, 1.3, M.shape)
    exceptions = 0
    for i, j in bonds:
        K_ab = kekule_count(A[:i] + A[i+1:], B[:j] + B[j+1:])
        smaller = remove(M, i, j)
        assert abs(abs(np.linalg.det(smaller)) - K_ab) < 1e-6*max(K_ab, 1)
        assert (zero_count(smaller) == 0) == (K_ab > 0)
        assert (zero_count(remove(weighted, i, j)) == 0) == (K_ab > 0)
        if K > 0:
            assert abs(np.linalg.inv(M)[j, i] - K_ab / K) < 1e-9
        exceptions += K_ab == 0
    print("%s: %d carbons, K = %d, pristine zero states = %d"
          % (name, 2*len(A), K, zero_count(M)))
    print("  zero states after one hydroxyl: min %d, max %d"
          % (min(hydroxyl), max(hydroxyl)))
    print("  bonds: %d; epoxide leaves zero states on %d"
          % (len(bonds), exceptions))

# Benzene against the closed-form levels of open chains.
_, _, M_benzene = build_flake(flakes["benzene"])
i_b, j_b = np.argwhere(M_benzene > 0)[0]
for label, matrix in (("hydroxyl", remove(M_benzene, i_b)),
                      ("epoxide", remove(M_benzene, i_b, j_b))):
    found = t * levels(matrix)
    n = len(found)
    chain = np.sort(2*t*np.cos(np.pi*np.arange(1, n + 1)/(n + 1)))
    assert np.allclose(found, chain, atol=1e-10)
    print("benzene + %s levels (eV): %s"
          % (label, " ".join("%.3f" % (e + 0.0 if abs(e) > 1e-9 else 0.0)
                             for e in found)))

# Main example: oxidation at the central ring of the 54-carbon flake.
A, B, M = build_flake(flakes["54-carbon flake"])
half = len(A)
ia, jb = A.index((1, 1)), B.index((0, 2))
xyz = np.array(A + B) * np.array([np.sqrt(3)/2, 0.5]) * bond_nm
width = max(np.linalg.norm(p - q) for p in xyz for q in xyz)
M_oh, M_epox = remove(M, ia), remove(M, ia, jb)
e_clean, e_oh, e_epox = (t * levels(m) for m in (M, M_oh, M_epox))
gap_clean = e_clean[half] - e_clean[half - 1]
gap_epox = e_epox[half - 1] - e_epox[half - 2]
assert abs(e_oh[half - 1]) < 1e-9 and gap_epox > 1e-3
print("54-carbon flake, largest C-C distance = %.2f nm" % width)
print("pristine gap = %.3f eV" % gap_clean)
print("hydroxyl: zero level |E| < 1e-9 eV, next levels = +-%.3f eV"
      % e_oh[half])
print("epoxide: gap = %.3f eV" % gap_epox)

# Shape of the zero state: linear solve against diagonalisation.
x = np.linalg.solve(M, np.eye(half)[ia])
psi = x / np.linalg.norm(x)
vectors = np.linalg.eigh(hamiltonian(M_oh))[1]
mode = vectors[:, half - 1]
assert abs(abs(mode[half - 1:] @ psi) - 1) < 1e-9
assert np.linalg.norm(mode[:half - 1]) < 1e-9
neighbours = np.flatnonzero(M[ia])
assert abs(x[neighbours].sum() - 1) < 1e-10
for j in neighbours:
    K_ab = kekule_count(A[:ia] + A[ia+1:], B[:j] + B[j+1:])
    print("  neighbour%s: K_ab = %d, x_b = %.4f, weight = %.4f"
          % (" (epoxide partner)" if j == jb else "", K_ab, x[j], psi[j]**2))
print("zero-state weight on the three neighbours = %.3f"
      % np.sum(psi[neighbours]**2))

# Imbalance, not an odd site number, is the cause.
same = np.delete(M, [ia, A.index((-1, 1))], axis=0)
assert zero_count(same) == 2
print("two hydroxyls on one sublattice: %d zero states" % zero_count(same))

# Changed A-B hopping, of any range, leaves the hydroxyl state at zero.
long_range = M_oh + 0.1 * rng.uniform(-1, 1, M_oh.shape)
assert zero_count(long_range) >= 1
gaps, drift = [], 0.0
for _ in range(200):
    varied = M * rng.uniform(0.9, 1.1, M.shape)
    drift = max(drift, np.min(np.abs(t * levels(remove(varied, ia)))))
    e = t * levels(remove(varied, ia, jb))
    gaps.append(e[half - 1] - e[half - 2])
assert drift < 1e-9
print("10%% bond modulation, 200 samples: epoxide gap %.3f to %.3f eV"
      % (min(gaps), max(gaps)))


# Finite carbon-oxygen bond: carbon kept and bound to an oxygen hybrid.
def bound_levels(matrix, sites, coupling, energy):
    base = t * hamiltonian(matrix)
    n, extra = len(base), len(sites)
    H = np.zeros((n + extra, n + extra))
    H[:n, :n] = base
    for k, site in enumerate(sites):
        H[n + k, n + k] = energy
        H[n + k, site] = H[site, n + k] = coupling
    return np.linalg.eigvalsh(H)


s = (t / V)**2 / (x @ x)
p = s / (1 + s)
for coupling in (1.0, V):
    assert abs(bound_levels(M, [ia], coupling, 0.0)[half]) < 1e-9
errors = [bound_levels(M, [ia], V, e)[half] - e*p for e in (-0.1, -0.05)]
assert abs(errors[0] / errors[1] - 8) < 0.3
e_bound = bound_levels(M, [ia], V, eps)
e_bound_epox = bound_levels(M, [ia, half + jb], V, eps)
print("finite C-O bond: V = %.1f eV, eps = %.1f eV" % (V, eps))
print("  oxygen weight p = %.3f, first-order level = %.3f eV" % (p, eps*p))
print("  hydroxyl level = %.3f eV, neighbours %.3f and %.3f eV"
      % (e_bound[half], e_bound[half - 1], e_bound[half + 1]))
print("  epoxide gap = %.3f eV"
      % (e_bound_epox[half + 1] - e_bound_epox[half]))

# Hopping within a sublattice.
sites = A + B
A2 = np.array([[float((p1[0]-p2[0], p1[1]-p2[1]) in SECOND)
                for p2 in sites] for p1 in sites])


def second_levels(deleted, amplitude):
    keep = [n for n in range(2*half) if n not in deleted]
    H = t * hamiltonian(M) - amplitude * A2
    return np.linalg.eigvalsh(H[np.ix_(keep, keep)])


slope = -psi @ A2[half:, half:] @ psi
small = 1e-4
assert abs(second_levels([ia], small)[half - 1]/small - slope) < 1e-2
e2_clean = second_levels([], t2)
e2_oh = second_levels([ia], t2)
e2_epox = second_levels([ia, half + jb], t2)
middle = (e2_clean[half] + e2_clean[half - 1]) / 2
print("second-neighbour hopping t2 = %.2f eV" % t2)
print("  hydroxyl level: first order %.3f eV, full %.3f eV"
      % (slope*t2, e2_oh[half - 1]))
print("  relative to pristine mid-gap = %.3f eV" % (e2_oh[half-1] - middle))
print("  epoxide gap = %.3f eV" % (e2_epox[half - 1] - e2_epox[half - 2]))


# On-site repulsion in self-consistent mean field, one unpaired electron.
def spin_splitting(repulsion):
    H = t * hamiltonian(M_oh)
    n_up, n_down = 0.5 + mode**2 / 2, 0.5 - mode**2 / 2
    for _ in range(1000):
        e_up, c_up = np.linalg.eigh(H + repulsion*np.diag(n_down - 0.5))
        e_dn, c_dn = np.linalg.eigh(H + repulsion*np.diag(n_up - 0.5))
        new_up = np.sum(c_up[:, :half]**2, axis=1)
        new_down = np.sum(c_dn[:, :half - 1]**2, axis=1)
        change = max(np.abs(new_up - n_up).max(),
                     np.abs(new_down - n_down).max())
        n_up, n_down = (n_up + new_up)/2, (n_down + new_down)/2
        if change < 1e-10:
            break
    assert change < 1e-10
    return e_dn[half - 1] - e_up[half - 1]


ipr = np.sum(psi**4)
assert abs(spin_splitting(0.01) / (0.01 * ipr) - 1) < 0.01
print("on-site repulsion U = %.1f eV, sum psi^4 = %.4f" % (U, ipr))
print("  spin splitting: first order %.3f eV, mean field %.3f eV"
      % (U*ipr, spin_splitting(U)))
print("thermal energy at %.0f K = %.4f eV; epoxide gap / kT = %.1f"
      % (temperature, kT, gap_epox/kT))
print("every check passed")
```

It prints:

```
hopping t = 2.70 eV, bond = 0.142 nm
benzene: 6 carbons, K = 2, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 6; epoxide leaves zero states on 0
54-carbon flake: 54 carbons, K = 980, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 72; epoxide leaves zero states on 0
five-hexagon flake: 20 carbons, K = 9, pristine zero states = 0
  zero states after one hydroxyl: min 1, max 1
  bonds: 24; epoxide leaves zero states on 2
bow-tie flake: 38 carbons, K = 0, pristine zero states = 2
  zero states after one hydroxyl: min 1, max 3
  bonds: 48; epoxide leaves zero states on 48
benzene + hydroxyl levels (eV): -4.677 -2.700 0.000 2.700 4.677
benzene + epoxide levels (eV): -4.369 -1.669 1.669 4.369
54-carbon flake, largest C-C distance = 1.24 nm
pristine gap = 1.847 eV
hydroxyl: zero level |E| < 1e-9 eV, next levels = +-0.924 eV
epoxide: gap = 1.453 eV
  neighbour (epoxide partner): K_ab = 364, x_b = 0.3714, weight = 0.1286
  neighbour: K_ab = 364, x_b = 0.3714, weight = 0.1286
  neighbour: K_ab = 252, x_b = 0.2571, weight = 0.0616
zero-state weight on the three neighbours = 0.319
two hydroxyls on one sublattice: 2 zero states
10% bond modulation, 200 samples: epoxide gap 1.203 to 1.687 eV
finite C-O bond: V = 5.4 eV, eps = -3.0 eV
  oxygen weight p = 0.189, first-order level = -0.567 eV
  hydroxyl level = -0.489 eV, neighbours -0.924 and 0.924 eV
  epoxide gap = 1.016 eV
second-neighbour hopping t2 = 0.27 eV
  hydroxyl level: first order 0.480 eV, full 0.479 eV
  relative to pristine mid-gap = -0.137 eV
  epoxide gap = 1.445 eV
on-site repulsion U = 3.0 eV, sum psi^4 = 0.0773
  spin splitting: first order 0.232 eV, mean field 0.322 eV
thermal energy at 300 K = 0.0259 eV; epoxide gap / kT = 56.2
every check passed
```
